# Defect Charge Transition Energies from the Half-Occupied Frontier Eigenvalue, part 2

The problem is whether a defect's charge transition level requires the total energies of two charge states, or can be read from one calculation with the defect orbital half filled. The states are positive and neutral, and they are equally favourable when the electron chemical potential equals $\Delta E$, the neutral energy minus the positive one.

One spin orbital, the frontier orbital, has occupation $f$, with $f=0$ the positive state and $f=1$ the neutral one. $E(f)$ is the self-consistent energy, $\epsilon(f)$ the frontier eigenvalue and $U(f)=d\epsilon/df$ the curvature. Primes on $E$ and $\epsilon$ denote derivatives with respect to $f$. Energies are in eV and lengths in nm; $e$ is the elementary charge and $\varepsilon_0$ the vacuum permittivity.

Janak's theorem, and its integral along a continuous path of self-consistent solutions, are

$$
\frac{dE}{df}=\epsilon(f).
\tag{4}
$$

$$
\Delta E=E(1)-E(0)=\int_0^1\epsilon(f)\,df .
\tag{5}
$$

The midpoint rule takes $\epsilon(\tfrac12)$ for $\Delta E$, which is exact for constant $U$. In that case the end eigenvalues are

$$
\epsilon(0)=\Delta E-\frac U2,\qquad
\epsilon(1)=\Delta E+\frac U2 .
\tag{7}
$$

If $\epsilon(f)$ is a fourth-degree polynomial, then, with the derivatives taken at $f=\tfrac12$,

$$
\Delta E=\epsilon(\tfrac12)+\frac{\epsilon''}{24}+\frac{\epsilon''''}{1920}.
\tag{9}
$$

$$
\frac{\epsilon(0)+\epsilon(1)}2-\Delta E
=\frac{\epsilon''}{12}+\frac{\epsilon''''}{480},
\tag{10}
$$

Simpson's rule removes the $\epsilon''$ term:

$$
\Delta E\simeq\frac{\epsilon(0)+4\epsilon(\tfrac12)+\epsilon(1)}6 .
\tag{11}
$$

Let $E_{\rm fr}(f)$ be the energy with all orbitals frozen at their form for occupation $f_0$, and $U_{\rm fr}$ its second derivative at $f_0$. If the self-consistent state is the energy minimum at the given occupations, then

$$
E'_{\rm fr}(f_0)=E'(f_0),\qquad U_{\rm fr}\ge U(f_0).
\tag{13}
$$

## Second half: a silicon dangling bond and the effects of its surroundings

The frontier occupation $f$ runs from 0 in the positive state to 1 in the neutral state, $E(f)$ is the self-consistent energy and $\epsilon(f)=dE/df$ the frontier eigenvalue. The energy difference $\Delta E=E(1)-E(0)$ is the mean of $\epsilon(f)$. It equals $\epsilon(\tfrac12)$ if the curvature $U=d\epsilon/df$ is constant, and otherwise differs from it by $\epsilon''/24$ to leading order. Errors below are estimates minus the total-energy difference of the same functional.

The silyl radical, SiH$_3$, is a small molecule with one dangling bond on a silicon atom that has three neighbours. Its neutral form has nine spin-up and eight spin-down electrons, and the ninth spin-up orbital is the frontier orbital. The calculation uses spin-polarized density-functional theory with the PBE functional and the def2-SVP basis. The Si-H bonds are 0.149 nm long, are arranged with threefold symmetry, and are tilted by $18^\circ$ out of the plane through the silicon atom. This geometry is chosen, not optimized, and is held fixed while $f$ changes. The potential is zero far from the molecule.

The two total energies give

$$
\Delta E=-7917.7766-(-7908.8525)=-8.9241\ \text{eV}.
$$

Self-consistent solutions at intermediate occupations give these eigenvalues:

| $f$ | $\epsilon(f)$ (eV) |
|---:|---:|
| 0 | $-12.3205$ |
| 0.0469 | $-12.0493$ |
| 0.2308 | $-10.8702$ |
| 0.5000 | $-8.9716$ |
| 0.7692 | $-6.9999$ |
| 0.9531 | $-5.6403$ |
| 1 | $-5.2930$ |

The half-occupied eigenvalue is lower than the total-energy difference by 0.048 eV. The eigenvalue at $f=0$ is too low by 3.40 eV and the one at $f=1$ too high by 3.63 eV. These errors are close to half the midpoint curvature of 7.24 eV, which was found from the eigenvalues at $f=0.48$ and $0.52$. A central difference of total energies at the same two occupations gives a slope of $-8.9715$ eV, in agreement with $\epsilon(\tfrac12)$ as Janak's theorem requires.

The five interior points of the table are those of Gauss-Legendre integration, a weighted sum that is exact for polynomials up to ninth degree. Applied to (5) it gives $-8.9241$ eV, equal to the total-energy difference to the digits shown. A fourth-degree polynomial through these points gives the two corrections in (9):

$$
-8.9716+0.0369+0.0106=-8.9241\ \text{eV}.
$$

This sum reproduces the Gauss-Legendre value by construction, because the polynomial passes through the same five points. What it adds is the division of the midpoint error into its two terms. A local second difference of the eigenvalues at $f=0.4$, $0.5$ and $0.6$ gives $\epsilon''/24=0.038$ eV, close to the first term, so the midpoint error is accounted for by the variation of the curvature. Equation (10) predicts, from the same two terms, an error of $2(0.0369)+4(0.0106)=0.116$ eV for the average of the end eigenvalues; the calculated error is 0.117 eV. Simpson's rule (11) gives

$$
\frac{-12.3205+4(-8.9716)-5.2930}{6}=-8.917\ \text{eV},
$$

which is within 0.01 eV of $\Delta E$.

The curvature is not especially constant here. The slope of $\epsilon$ between the first two rows of the table is about 5.8 eV, and between the last two about 7.4 eV. The midpoint rule still works to 0.05 eV because the change is gradual and carries the factor $1/24$.

With the orbitals frozen at half occupation, a second difference of the energy gives a curvature of 8.65 eV. Relaxation of the orbitals reduces it to 7.24 eV, in the direction required by (13). The frozen slope remains $-8.9715$ eV.

The hybrid functional PBE0, at the same geometry and in the same basis, has a midpoint curvature of 5.09 eV. Its total-energy difference is $-8.989$ eV and its half-occupied eigenvalue $-9.038$ eV. The midpoint error is $-0.049$ eV, nearly that of PBE, although the curvature is 2.1 eV smaller. This is a concrete case in which a smaller curvature does not bring a smaller midpoint error. The two functionals differ in $\Delta E$ by 0.065 eV, a difference that half occupation cannot remove. Changing the basis to def2-TZVP moves the PBE value of $\Delta E$ by 0.002 eV, but the eigenvalues move more. The midpoint error becomes $-0.044$ eV, and the errors of the end eigenvalues become $-3.36$ and $+3.58$ eV. The digits in the table are therefore those of the def2-SVP basis and are not converged values.

So far the nuclei have been fixed, so $\Delta E$ is a vertical energy. A thermodynamic level compares each charge state at its own relaxed geometry. Let $Q$ denote a nuclear coordinate and $Q(f)$ its value at the minimum of $E(f,Q)$. The derivative of the relaxed energy is

$$
\frac{d}{df}E(f,Q(f))
=\frac{\partial E}{\partial f}
+\frac{\partial E}{\partial Q}\frac{dQ}{df}
=\epsilon(f,Q(f)),
\tag{14}
$$

because $\partial E/\partial Q=0$ at the minimum. The integral relation therefore survives relaxation, provided that $Q(f)$ changes smoothly. The midpoint rule survives too if the relaxed curvature is constant.

A surface with linear coupling meets this condition:

$$
E(f,Q)=E_0+\epsilon_sf+\frac U2f^2-gfQ+\frac k2Q^2 .
$$

Here $\epsilon_s$ is the eigenvalue at $f=0$ and $Q=0$, $g$ the coupling and $k>0$ the stiffness. Setting $-gf+kQ=0$ gives $Q(f)=gf/k$. On substitution the last two terms become $-g^2f^2/k+g^2f^2/(2k)=-g^2f^2/(2k)$, so

$$
E(f,Q(f))=E_0+\epsilon_sf+\frac12\left(U-\frac{g^2}{k}\right)f^2 .
$$

The relaxed difference is $\epsilon_s+U/2-g^2/(2k)$. The eigenvalue on this surface is $\epsilon_s+Uf-gQ$, and at $f=\tfrac12$, $Q=g/(2k)$ it has the same value. In this model the half-occupied eigenvalue gives the thermodynamic difference if the nuclei are also relaxed at half occupation. Using the neutral geometry, $Q=g/k$, would give a result lower by $g^2/(2k)$.

The silyl radical shows where linear coupling fails. Flattening the molecule at fixed bond length lowers the energy of the positive ion by $\lambda_+=0.729$ eV and raises that of the neutral molecule by $\lambda_0=0.175$ eV. On the linear-coupling surface these two energies would be equal, both being $g^2/(2k)$. The difference between the neutral molecule in the tilted geometry and the ion in the flat one is

$$
\Delta E_{\rm ad}=-8.924+0.729=-8.195\ \text{eV}.
$$

This refers to the two stated geometries and to the def2-SVP basis; the dependence of the flattening energies on the basis is not established here. Neither was optimized, so the value is not a fully relaxed energy difference.

For any two geometries $\Delta E_{\rm ad}$ can be written in two ways. Let $V_t$ and $V_p$ be the vertical differences in the tilted and planar geometries. Starting from the tilted geometry, $\Delta E_{\rm ad}=V_t+\lambda_+$; starting from the planar one, $\Delta E_{\rm ad}=V_p-\lambda_0$. Their average is

$$
\Delta E_{\rm ad}=\frac{V_t+V_p}{2}+\frac{\lambda_+-\lambda_0}{2}.
\tag{15}
$$

The planar half-occupied eigenvalue is $-8.062$ eV, and its mean with the tilted value is $-8.517$ eV. This misses $\Delta E_{\rm ad}$ by $-0.32$ eV, of which $-0.28$ eV comes from the unequal relaxation energies and the rest from the vertical midpoint errors.

The symmetry of the motion explains why linear coupling is unsuitable. Reflection in the molecular plane turns a tilt $\beta$ into $-\beta$ without changing the energy, so no term linear in $\beta$ is allowed at any $f$. The simplest surface with a flat ion and a tilted neutral molecule is

$$
E(f,\beta)=E(f,0)+\frac12(s-bf)\beta^2+\frac c4\beta^4,
\qquad b>s>0,\quad c>0 .
$$

Its minimum is at $\beta=0$ for $f<s/b$. For larger $f$, stationarity requires $s-bf+c\beta^2=0$, hence $\beta^2=(bf-s)/c$. The energy gained by tilting is then $(bf-s)^2/(4c)$. The curvature of the relaxed energy drops by $b^2/(2c)$ at $f_c=s/b$, so it cannot be constant.

If the tilt of $18^\circ$ is taken as the minimum of the neutral molecule, the two flattening energies fix $f_c$. With $\beta_1^2=(b-s)/c$, they are

$$
\lambda_0=\frac c4\beta_1^4,\qquad
\lambda_+=\frac s2\beta_1^2+\lambda_0 .
$$

Therefore

$$
\frac{s}{b-s}=\frac{\lambda_+-\lambda_0}{2\lambda_0}
=\frac{0.7287-0.1745}{2(0.1745)}=1.59,
$$

and $f_c=1.59/2.59=0.61$. This number is rough, because the surface uses one quartic constant for all $f$. PBE energies at tilts of $8^\circ$ and $18^\circ$ show a quartic term that grows with $f$, and they place the change of sign of the stiffness nearer $f=0.56$. In either case the half-occupied molecule is still flat: tilting it by $8^\circ$ costs about 0.02 eV. A relaxed midpoint calculation would then return the planar value, $-8.06$ eV, which lies 0.13 eV above $\Delta E_{\rm ad}$. It misses the energy that the neutral molecule gains by tilting, and the vertical midpoint error offsets part of that. A defect whose symmetry breaks during filling should therefore be treated with total energies of both relaxed states.

A periodic calculation adds an electrostatic effect of its own. A point charge $qe$ repeated in a cubic cell of edge $L$, with a neutralizing uniform background, has the spurious energy

$$
E_{\rm im}=-Cq^2,\qquad
C=\frac{\alpha}{2\kappa L}\frac{e^2}{4\pi\varepsilon_0},
$$

where $\kappa$ is the relative permittivity. The constant $\alpha=2.8373$ follows from Ewald summation with the mean potential set to zero. The charge is $q=1-f$, so

$$
\frac{dE_{\rm im}}{df}=\frac{d}{df}\left[-C(1-f)^2\right]=2C(1-f).
\tag{16}
$$

The total-energy difference shifts by $0-(-C)=C$, and the half-occupied eigenvalue by $2C(1/2)=C$. The midpoint rule is preserved, but both numbers contain the same error and need the same subtraction. The eigenvalue at $f=0$ shifts by $2C$, while that at $f=1$ does not shift. For $L=1.5$ nm and a rough permittivity of 7,

$$
C=\frac{2.8373}{2\times7.0\times1.50\ \text{nm}}\,
\frac{e^2}{4\pi\varepsilon_0}=0.19\ \text{eV}.
$$

This point-charge estimate assumes a localized defect charge and an isotropic host that responds with the stated permittivity.

The polarization of the host is a physical effect of the same form. The energy needed to charge a sphere of radius $a$ is $q^2e^2/(8\pi\varepsilon_0a)$ in vacuum and smaller by the factor $1/\kappa$ in the dielectric. The difference is $-Pq^2$, with

$$
P=\frac12\left(1-\frac1\kappa\right)\frac{e^2}{4\pi\varepsilon_0a}.
$$

For $\kappa=7$ and a round radius of 0.25 nm, $P$ is about 2.5 eV. By the argument of (16), polarization raises both $\Delta E$ and $\epsilon(\tfrac12)$ by $P$ and reduces the curvature by $2P$. The PBE curvature would fall from 7.2 eV to roughly 2.3 eV. The value 7 is a static permittivity, so this estimate includes the displacement of the host's ions. If all nuclei are held fixed at their positions for the neutral state, only the electronic permittivity acts; ions frozen around the charged state would add a further shift from their retained polarization. With a rough value of 4 for it, $P$ is about 2.2 eV, the remaining curvature about 2.9 eV, and the image energy $C$ above becomes 0.34 eV. Since $P$ varies as $1/a$ and the radius is not sharply defined, this is an estimate of scale.

The remaining curvature still matters for a level near a band edge. By (7), the filled orbital lies at $\Delta E+U/2$. If the conduction edge is less than $U/2$ above $\Delta E$, which is a little over 1 eV for $U=2.3$ eV, the defect eigenvalue reaches the band before the orbital is full. The added charge can then enter a band state, and the smooth path assumed in (5) is lost even though the half-occupied orbital may still lie in the gap.

Silicon dangling bonds act as charge traps in silicon nitride memory layers, where the silicon atom is bonded to three nitrogen atoms. The permittivity used above is a rough value for that material, but the molecule has hydrogen neighbours and no surrounding solid. Its $-8.9$ eV is an energy relative to vacuum and not a trap depth, and its curvature of 7.2 eV is that of an isolated molecule. The effect of having hydrogen in place of nitrogen neighbours was not calculated. Of the effects sized here, the largest is the polarization of the surroundings: the Born estimate moves the level by about 2.5 eV. Relaxation of the nuclei comes next, with 0.7 eV for flattening the ion in this molecule. In the nitride the silicon atom is bound to a solid network, for which this energy was not calculated, so that number should not be carried over unchanged.

Against these effects a midpoint error of 0.05 eV is small, but it can matter once they have been treated. Suppose that the thermal emission rate of an electron from the neutral trap varies as $\exp[-(\epsilon_C-\Delta E)/k_BT]$, with the conduction edge $\epsilon_C$ and the prefactor held fixed. At 300 K, $k_BT=0.0259$ eV. Placing the level 0.04 to 0.05 eV too low then makes the calculated rate too small by a factor of about 5 to 6. The level that enters such a rate is the relaxed one, whereas this error is that of a vertical energy; where the geometry changes with the charge state, the midpoint error can be larger, as the flattening example shows. For a formation-energy diagram read to a tenth of an electronvolt, the single half-occupied calculation is adequate in a case like this one at fixed geometry. For a thermal emission rate of the form above, the variation of the curvature should be measured with the end eigenvalues, provided that they lie on the same smooth branch, or both total energies should be calculated.
